Dirac's spin-exchange identity and the S² matrix over determinants, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From two spins to determinants with closed shells

For N particles of spin 1/2, the square of the total spin is a constant plus the sum of all pair exchanges of spin:

S² = ħ² [ N(4 − N)/4 + Σ_{i<j} P_ij ].   (1)

Here S = Σ_i s_i, and P_ij exchanges the spin coordinates of particles i and j while leaving their positions alone. The sum runs over the N(N − 1)/2 pairs.

Applied to Slater determinants that share one set of occupied spatial orbitals, (1) gives the S² matrix by counting. Let n orbitals be singly occupied, and let M be the spin projection in units of ħ. With the spin-orbitals written in the order of their spatial orbitals,

diagonal element = ħ² (M² + n/2),
element between two determinants that differ by one exchange of an α with a β = ħ²,
every other element = 0.   (2)

Doubly occupied orbitals do not appear in (2). The derivation starts with two spins.

### Entry 1: two spins

Let α and β be the spin states with s_z = +ħ/2 and −ħ/2. The ladder operators s_± = s_x ± i s_y act as

s_+ β = ħ α,   s_+ α = 0,   s_− α = ħ β,   s_− β = 0.

To write the scalar product with ladder operators, multiply out

s_1+ s_2− = (s_1x + i s_1y)(s_2x − i s_2y)
= s_1x s_2x + s_1y s_2y + i (s_1y s_2x − s_1x s_2y).

The product s_1− s_2+ is the Hermitian adjoint of this one: its first two terms are the same, and the term with i has the opposite sign. Adding the two cancels the terms with i, so

s_1·s_2 = s_1z s_2z + (1/2)(s_1+ s_2− + s_1− s_2+).   (3)

In a product such as αβ, the first symbol belongs to particle 1. On αα both ladder terms vanish, because each contains a raising operator acting on an α. On αβ the z term gives (ħ/2)(−ħ/2), and only s_1− s_2+ survives:

s_1·s_2 αα = (ħ²/4) αα,
s_1·s_2 αβ = −(ħ²/4) αβ + (ħ²/2) βα.

The results for ββ and βα follow by interchanging the names α and β. Now compare with the exchange operator, for which P_12 αα = αα and P_12 αβ = βα:

(ħ²/2)(P_12 − 1/2) αα = (ħ²/2)(1/2) αα = (ħ²/4) αα,
(ħ²/2)(P_12 − 1/2) αβ = (ħ²/2) βα − (ħ²/4) αβ.

The two operators agree on all four basis states, and both are linear. Therefore

s_1·s_2 = (ħ²/2)(P_12 − 1/2).   (4)

This step needs spin 1/2. Two spins 1/2 have only two values of total spin, so any function of s_1·s_2 is a linear function of it, and the exchange operator is one such function. Two spins 1 have three values of total spin. Their scalar product takes three different values, while an exchange operator has only the eigenvalues +1 and −1, so no linear relation of the form (4) can hold.

As a check on (4), take a state symmetric in the two spins, P_12 = 1. It has s_1·s_2 = ħ²/4. An antisymmetric state, P_12 = −1, has s_1·s_2 = −3ħ²/4. These are the triplet and singlet values, since s_1·s_2 = (S² − s_1² − s_2²)/2 gives (2 − 3/2)ħ²/2 = ħ²/4 for S = 1 and (0 − 3/2)ħ²/2 = −3ħ²/4 for S = 0.

### Entry 2: N spins

Expand the square of the sum. Spin operators of different particles commute, so each pair occurs twice with the same value:

S² = Σ_i s_i² + 2 Σ_{i<j} s_i·s_j.

For spin 1/2 each Cartesian component satisfies s_x² = s_y² = s_z² = ħ²/4, hence s_i² = 3ħ²/4. Relation (4) holds for every pair, because the other spins are spectators. Inserting both,

S²/ħ² = 3N/4 + Σ_{i<j} (P_ij − 1/2).

The constant −1/2 occurs once for each of the N(N − 1)/2 pairs and adds up to −N(N − 1)/4. The total constant is

3N/4 − N(N − 1)/4 = (3N − N² + N)/4 = N(4 − N)/4,

which proves (1). Nothing has been assumed about antisymmetry or about the spatial part of the wave function. The identity holds on the whole spin space of dimension 2^N.

Three limits test the constant.

For N = 1 there are no pairs and S² = 3ħ²/4, as it must be for one spin 1/2.

For N = 2 the constant is 1 and S² = ħ²(1 + P_12). Symmetric states give 2ħ² and antisymmetric states give 0.

For N parallel spins every exchange acts as the number 1. Then

S²/ħ² = N(4 − N)/4 + N(N − 1)/2
= (4N − N² + 2N² − 2N)/4
= (N² + 2N)/4
= (N/2)(N/2 + 1),

the value for the largest spin, S = N/2.

The constant is zero for N = 4 and negative for N > 4. This does not conflict with S² being non-negative. It says that the sum of exchanges cannot fall below N(N − 4)/4. The bound is reached for even N, where S = 0 occurs; for odd N the lowest spin is 1/2 and the minimum lies 3/4 higher. If all pairs were antisymmetric the sum would be −N(N − 1)/2, which is below the bound for every N ≥ 3: with spins of only two kinds, three or more spins cannot have all pairs antisymmetric at once.

A state that is not symmetric tests the exchange terms themselves. On the three-spin state ααβ, the exchange P_12 changes nothing, P_13 gives βαα and P_23 gives αβα. With the constant 3/4,

S² ααβ = ħ² [ (7/4) ααβ + αβα + βαα ].   (5)

For an independent calculation, use the total ladder operators. From [S_x, S_y] = iħ S_z,

S_− S_+ = S_x² + S_y² + i[S_x, S_y] = S_x² + S_y² − ħ S_z,

so that

S² = S_− S_+ + S_z² + ħ S_z.   (6)

On ααβ, S_+ gives ħ ααα, and S_− then gives ħ²(βαα + αβα + ααβ). The state has S_z = ħ/2, so the last two terms of (6) contribute ħ²(1/4 + 1/2) = 3ħ²/4. The sum is again (5).

### Entry 3: two electrons in a determinant

Electrons need antisymmetric functions of position and spin together. Let φ_1 and φ_2 be orthonormal orbitals, and let |φ_1α φ_2β| denote the normalized determinant

|φ_1α φ_2β| = 2^(−1/2) [ φ_1(1)φ_2(2) α(1)β(2) − φ_2(1)φ_1(2) β(1)α(2) ].

Exchanging only the spins of the two particles gives

P_12 |φ_1α φ_2β| = 2^(−1/2) [ φ_1(1)φ_2(2) β(1)α(2) − φ_2(1)φ_1(2) α(1)β(2) ] = |φ_1β φ_2α|.

An exchange of spins between particles has become an exchange of spins between orbitals. Since S² = ħ²(1 + P_12), the matrix of S²/ħ² over these two determinants is

1  1
1  1

with eigenvalue 2 for their sum and 0 for their difference. The sum is

|φ_1α φ_2β| + |φ_1β φ_2α| = 2^(−1/2) [ φ_1(1)φ_2(2) − φ_2(1)φ_1(2) ] [ α(1)β(2) + β(1)α(2) ],

with a symmetric spin factor, as a triplet requires. The difference has a symmetric spatial factor and an antisymmetric spin factor, and is the singlet.

If both electrons occupy the same orbital φ, the exchange gives |φβ φα|. This is |φα φβ| with its two columns interchanged, hence −|φα φβ|. Then S² = ħ²(1 − 1) = 0, and a closed shell is a singlet.

### Entry 4: N electrons, and what an exchange acts on

A slot is one entry in the list of occupied spin-orbitals. Write χ_p for the spin-orbital in slot p, the product of a spatial orbital and a spin. The determinant is

D = (N!)^(−1/2) Σ_Q ε_Q Π_k χ_{Q(k)}(k),   (7)

where Q runs over all permutations, ε_Q is its sign, and particle k sits in slot Q(k).

Consider the term of one Q and let P_ij act on it. Particle i keeps the orbital of slot Q(i) but receives the spin of slot Q(j), and the reverse holds for particle j. The same product would have been obtained from a changed list of slots, in which slots p = Q(i) and q = Q(j) have exchanged their spins. Call the determinant built from that changed list D^(pq).

For one fixed pair of particles, the slots p and q vary with Q. A single exchange P_ij therefore does not in general turn D into another determinant. For the sum over all pairs, however, each Q maps the set of particle pairs one-to-one onto the set of slot pairs. The sum over i < j can then be replaced, term by term in Q, by the sum over p < q. The sign ε_Q is untouched, and collecting the terms with the same p and q gives

Σ_{i<j} P_ij D = Σ_{p<q} D^(pq).   (8)

Entry 3 is the case N = 2, where the single pair is the whole sum.

The same distinction can be seen from symmetry. Let T_ik exchange particles i and k completely, positions and spins, where i, j and k are three different particles. Then T_ik P_ij = P_kj T_ik, and on a determinant

T_ik P_ij D = P_kj T_ik D = −P_kj D.

Antisymmetry of P_ij D would require −P_ij D on the right, which in general is a different function. In the sum over all pairs, T_ik only rearranges the terms, so the sum stays antisymmetric. The numerical check includes a four-electron determinant for which one exchange alone does break antisymmetry.

There is also a spatial reading. Let R_ij exchange only the positions, so that T_ij = P_ij R_ij. Since T_ij D = −D and P_ij² = 1,

R_ij D = P_ij T_ij D = −P_ij D.   (9)

On antisymmetric functions, a spin exchange is minus the exchange of positions. Inserting (9) into (1) gives S² = ħ² [ N(4 − N)/4 − Σ_{i<j} R_ij ] on antisymmetric functions. The total spin can therefore be read from the behaviour under exchanges of positions alone, even for N > 2, where the function does not in general factor into a spatial and a spin part: the larger the value of Σ R_ij, the smaller the spin.

### Entry 5: closed shells drop out

Let d orbitals be doubly occupied and n singly occupied, so N = n + 2d. The orbitals are orthonormal, and each double uses the same spatial orbital for both spins. The slot pairs in (8) that involve a double are of three kinds.

Inside one double, the exchange turns φα φβ into φβ φα. This is an interchange of columns and gives −1. There are d such pairs, with total −d.

Between a double φα φβ and an open orbital with spin α there are two slot pairs. The exchange with φα leaves the list unchanged and gives +1. The exchange with φβ turns that slot into a second φα, so the determinant has two equal columns and vanishes. The total is +1, and the same holds for an open orbital with spin β. The dn combinations give +dn.

Between two doubles there are four slot pairs. The two with parallel spins give +1 each. The two with opposite spins each produce a repeated spin-orbital and vanish. With d(d − 1)/2 pairs of doubles, the total is d(d − 1).

Thus the doubles multiply D by the number

−d + dn + d(d − 1) = d² − 2d + dn.

The constant in (1), written with N = n + 2d, is

(n + 2d)(4 − n − 2d)/4
= (4n − n² − 2dn + 8d − 2dn − 4d²)/4
= n(4 − n)/4 − dn + 2d − d².

Adding the two, every term with d cancels:

S² D = ħ² [ n(4 − n)/4 D + Σ_{p<q, open} D^(pq) ].   (10)

This is the identity again, with N replaced by the number of open shells. For n = 0 it gives S² D = 0 for any number of closed shells.

The counting above does not apply if paired electrons have different spatial orbitals, as in an unrestricted mean-field determinant. Identity (1) still holds there, but the exchange no longer gives back the same list. With equal numbers of α and β electrons, the determinant is still a singlet if the α orbitals and the β orbitals span the same space: combining orbitals of one spin among themselves changes a determinant only by a factor, so it can be rewritten with closed shells. If the two spaces differ, it is not a pure singlet. For two electrons in |φα φ′β|, with normalized orbitals and overlap s = ⟨φ|φ′⟩,

S² |φα φ′β| = ħ² ( |φα φ′β| + |φβ φ′α| ).

The overlap of two such determinants is ⟨|ab| , |cd|⟩ = ⟨a|c⟩⟨b|d⟩ − ⟨a|d⟩⟨b|c⟩. With a = φα, b = φ′β, c = φβ and d = φ′α, the first product vanishes by spin and the second is s s*. Hence

⟨S²⟩ = ħ² (1 − |s|²).   (11)

For |s| = 1 the pair is a closed shell with ⟨S²⟩ = 0. For s = 0 it is two open shells with ⟨S²⟩ = ħ², as in Entry 3. Between these limits neither count applies.

## Part 2. The matrix, its spectrum and a worked case

The symbols carried over are these. A configuration has n singly occupied orbitals and any number of doubles, all orthonormal and the same for both spins. A determinant D is labelled by its spin string, such as ααβ, which lists the spins of the open orbitals in a fixed orbital order. The spin-orbitals in the determinant stand in that same order, with φα before φβ in each double. D^(pq) is the determinant after the spins in open slots p and q have been exchanged. Part 1 showed that

S² D = ħ² [ n(4 − n)/4 D + Σ_{p<q} D^(pq) ],   (12)

where the sum runs over pairs of open orbitals.

The exchange identity (1) has been proved and carried over to determinants, where closed shells drop out and (12) involves only the open shells. What remains is to read the matrix elements (2) off (12), find which spins occur and with what weights, and work through a six-electron case, including the projection of a singlet.
